The One-Quarter Power Law of Polarization at a Tricritical Ferroelectric Transition, part 1

(Sections cited here and not found follow in the second part.)

### What symmetry and units allow

Consider a uniform ferroelectric with one polar axis. Let P be the polarization along that axis, in µC/cm², and E the electric field along it, in MV/cm. The states +P and −P are mirror images, so without a field they have the same energy, and an expansion of the energy density in P contains even powers alone. A field breaks the symmetry through the term −EP. Up to the sixth power,

f = (a/2)P² + (b/4)P⁴ + (c/6)P⁶ − EP.

The divisors 2, 4 and 6 are a convention that removes numerical factors from the derivative. The product of the two units is MV/cm × µC/cm² = J/cm³, so f is an energy density. The equilibrium state at given E and temperature T is the one with the lowest f.

The coefficient a changes sign at a temperature T₀. If it is a smooth function of T, its first Taylor term there is

a = a₀(T − T₀), with a₀ > 0.

Below T₀, write t = T₀ − T for the distance from that temperature. Then t > 0 and a = −a₀t. The coefficient c is taken as positive, so that f rises at large P and a minimum exists.

The tricritical point is the point where a and b vanish together. Suppose b = 0 and E = 0. Only two quantities are then left to set the size of P: a₀t, with units field/polarization, and c, with units field/(polarization)⁵. Try

P ∝ (a₀t)^x c^y.

The units of the right side are (field)^(x+y) × (polarization)^(−x−5y). The field must drop out, so x + y = 0. The polarization must appear to the first power, so −x − 5y = 1. Putting x = −y into the second condition gives −4y = 1, hence y = −1/4 and x = 1/4:

P ∝ (a₀t/c)^(1/4).

Now suppose that b is positive and that c plays no part. The units of b are field/(polarization)³, and the second condition becomes −x − 3y = 1. With x = −y this gives y = −1/2 and x = 1/2:

P ∝ (a₀t/b)^(1/2).

The two exponents thus follow from which term of the energy stops the growth of P. Units cannot supply the numerical prefactors, nor say which term wins when b and c are both present. For that the energy must be minimized.

Both results are mean-field results, because a single uniform P stands for the whole sample and its thermal fluctuations are left out. The quarter power replaces the half power of an ordinary continuous transition within the same theory.

### The simple case: b = 0 and no field

The sample is short-circuited by ideal electrodes, so E = 0. Below T₀ the energy density is

f = −(a₀t/2)P² + (c/6)P⁶.

Its derivative is

df/dP = −a₀tP + cP⁵ = P(cP⁴ − a₀t).

For P > 0 the bracket is negative while P⁴ < a₀t/c and positive beyond. The energy therefore falls from P = 0 to one point and rises after it. That point is the lowest on the positive side:

P₀ = (a₀t/c)^(1/4).

By symmetry −P₀ has the same energy. The prefactor left open by the units is 1.

To find the depth of the minimum, use cP₀⁴ = a₀t in the sixth-order term, which becomes (a₀t/6)P₀². Then

f(P₀) = −(a₀t/2)P₀² + (a₀t/6)P₀² = −(a₀t/3)P₀².

This is negative, so the polar state lies below P = 0. Above T₀ both terms of f are positive for every nonzero P, and the minimum is at P = 0. As t → 0 the two minima merge at P = 0, so the transition is continuous.

For a numerical case take a 10 nm film with

T₀ = 600 K,
a₀ = 3.0 × 10⁻⁴ MV/cm per µC/cm² per K,
c = 6.0 × 10⁻⁷ MV/cm per (µC/cm²)⁵.

These are round model values. At a temperature of use of 300 K, t = 300 K, so a₀t = 0.090 and

a₀t/c = 0.090/(6.0 × 10⁻⁷) = 1.5 × 10⁵ (µC/cm²)⁴.

The fourth root is P₀ = 19.7 µC/cm², or 0.197 C/m². Its square is 387 (µC/cm²)², and the energy density is −0.090 × 387/3 = −11.6 J/cm³.

Direct minimization of f gives 4.73 µC/cm² at t = 1 K and 14.95 µC/cm² at t = 100 K. The ratio is 3.16. A hundredfold increase of t should multiply P by 100^(1/4) = √10 = 3.16, as it does.

### The general case: b > 0

With b restored and E = 0,

df/dP = P(−a₀t + bP² + cP⁴).

For b > 0 the bracket rises steadily with P². Below T₀ it starts negative and crosses zero once, so there is again one minimum at positive P. Above T₀ the bracket is positive for all P, and P = 0 is the minimum.

Write x = P². The minimum below T₀ satisfies

cx² + bx − a₀t = 0.

The product of the two roots is −a₀t/c, which is negative, so one root is positive. It is

x = [−b + √(b² + 4a₀ct)]/(2c).

In this form two nearly equal numbers are subtracted when t is small. Multiply numerator and denominator by b + √(b² + 4a₀ct). The numerator becomes (b² + 4a₀ct) − b² = 4a₀ct, and therefore

P² = 2a₀t/[b + √(b² + 4a₀ct)].

Both power laws are limits of this one formula. If b is fixed and t → 0, the square root tends to b and P² → 2a₀t/(2b) = a₀t/b, the half power. If b = 0, the denominator is 2√(a₀ct) and P² = √(a₀t/c), which is the quarter power for P.

The physical difference lies in how the crystal resists polarization. The restoring field is bP³ at an ordinary transition and cP⁵ at a tricritical one. At small P the fifth power is much the weaker, so P must grow further before it balances the driving term a₀tP.

For comparison take a film with b = 1.0 × 10⁻³ MV/cm per (µC/cm²)³, and hold a₀, c and T₀ fixed. At t = 1 K its polarization is 0.548 µC/cm², against 4.73 µC/cm² in the tricritical film. At t = 100 K it is 5.43 µC/cm². The growth factor is 9.91, slightly less than the factor 10 of a pure half power. The next step accounts for the difference.

### How one exponent passes into the other

Define the crossover distance and a dimensionless square root,

t* = b²/(4a₀c), s = √(1 + t/t*).

Since 4a₀ct = b²t/t*, the root of the quadratic becomes

P² = b(s − 1)/(2c).

The local exponent is the slope of ln P against ln t. Only s depends on t, so

d ln P/d ln t = (t/2)(ds/dt)/(s − 1).

From s² = 1 + t/t* follows 2s ds/dt = 1/t*, or ds/dt = 1/(2st*). Also t/t* = s² − 1 = (s − 1)(s + 1). Substituting both,

d ln P/d ln t = (s − 1)(s + 1)/[4s(s − 1)] = (1 + 1/s)/4.

Close to T₀, where t ≪ t*, s tends to 1 and the exponent is 1/2. Far from T₀, where t ≫ t*, s is large and the exponent approaches 1/4. A nonzero positive b therefore always wins close enough to T₀ in this model. As b → 0, the half-power region shrinks as b².

For the comparison film,

t* = (1.0 × 10⁻³)²/(4 × 3.0 × 10⁻⁴ × 6.0 × 10⁻⁷) ≈ 1390 K.

The distance t cannot exceed T₀ = 600 K, so the film stays on the half-power side at every temperature. At t = 300 K, s = √(1 + 300/1390) = 1.10 and the formula gives an exponent of 0.477. The slope found by direct minimization is also 0.477. The small fall below 1/2 is the effect of the sixth-order term, and it is why the growth factor above was 9.91.

### The other side: b < 0

If b is negative, the quartic term favours polarization, and a polar state can win before a reaches zero. At E = 0, factor x = P² out of f and complete the square:

f = x[a/2 + bx/4 + cx²/6]
= x{(c/6)[x + 3b/(4c)]² + a/2 − 3b²/(32c)}.

The expansion confirms this form: the cross term is (c/6) × 2 × 3bx/(4c) = bx/4, and the constant (c/6) × 9b²/(16c²) = 3b²/(32c) is taken away again.

The square is never negative. If a > 3b²/(16c), the energy is positive for every nonzero P, and the nonpolar state is stable. When a falls to 3b²/(16c), the energy touches zero at x = −3b/(4c), which is positive. Below that value of a, polar states have negative energy. The transition is therefore discontinuous, at

T = T₀ + 3b²/(16a₀c), with jump P = √[3|b|/(4c)].

For b = −1.0 × 10⁻⁴ MV/cm per (µC/cm²)³ the squared jump is 3.0 × 10⁻⁴/(2.4 × 10⁻⁶) = 125 (µC/cm²)², so P jumps to 11.2 µC/cm². The transition lies 10.4 K above T₀. As b → 0 the jump vanishes as √|b| and the temperature rise as b². The tricritical point is thus the border between continuous transitions at b > 0 and discontinuous ones at b < 0.

### How the tricritical point may be approached

Temperature alone brings a to zero. To make b vanish at the same point, a second quantity must be adjusted, for example composition. In a real sample b may also vary with temperature, so it matters how fast b vanishes. Define the dimensionless ratio

β = b/√(a₀ct).

Dividing numerator and denominator of the formula for P² by √(a₀ct) gives

P² = √(a₀t/c) × 2/[β + √(β² + 4)].

If β → 0 as t → 0, the last factor tends to 1 and the quarter law holds with its simple prefactor. A coefficient b proportional to t meets this condition, because β then vanishes as √t. A constant positive b does not: β grows without limit, and the half power returns.

### The response to a field

With a field, the condition df/dP = 0 reads

E = −a₀tP + bP³ + cP⁵.

The inverse susceptibility is the slope of E with respect to P:

dE/dP = −a₀t + 3bP² + 5cP⁴.

In the polar state at zero field, a₀t = bP² + cP⁴. Substituting this,

dE/dP = 2bP² + 4cP⁴.

At an ordinary transition, where bP² → a₀t, the slope is 2a₀t. In the tricritical case cP⁴ = a₀t, and it is 4a₀t. Above T₀, where P = 0, it is a₀|t| in both cases. At equal distances from T₀ the tricritical polar phase is therefore four times stiffer than the nonpolar phase, instead of twice.

For the film at 300 K the slope is 4 × 0.090 = 0.36 MV/cm per µC/cm². In these units the vacuum permittivity is ε₀ = 0.0885 µC/cm² per MV/cm, so the relative susceptibility is 1/(0.36 × 0.0885) = 31. At 300 K above T₀ it is four times as large, 125.

The field that reverses a uniform polarization also follows. For b = 0, E = −a₀tP + cP⁵ has its most negative value at positive P where −a₀t + 5cP⁴ = 0, at P₁ = [a₀t/(5c)]^(1/4). There cP₁⁵ = a₀tP₁/5, and the coercive field has magnitude

E_c = a₀tP₁ − a₀tP₁/5 = (4/5)a₀t[a₀t/(5c)]^(1/4).

At 300 K, P₁ = (3.0 × 10⁴)^(1/4) = 13.2 µC/cm², and E_c = 0.8 × 0.090 × 13.2 = 0.95 MV/cm.

# Second half: corrections, films and fluctuations

### Symbols and results carried over

P is the polarization, E the field, and t = T₀ − T the distance below T₀. The energy density is

f = −(a₀t/2)P² + (b/4)P⁴ + (c/6)P⁶ − EP.

At b = 0 and E = 0 the polarization is P₀ = (a₀t/c)^(1/4), and the slope dE/dP there is 4a₀t. A positive constant b restores the half power for t well below t* = b²/(4a₀c), and the local exponent is (1 + 1/s)/4 with s = √(1 + t/t*). The example film has T₀ = 600 K, a₀ = 3.0 × 10⁻⁴ and c = 6.0 × 10⁻⁷ in the units of MV/cm, µC/cm² and K. At 300 K its polarization is 19.7 µC/cm².

### Terms left out of the expansion

The quarter law keeps the leading terms near T₀. The two leading corrections are a drift of b with temperature and an eighth power of P in the energy. Curvature of a(T), a drift of c and higher powers of P are also allowed; they change P by relative amounts of order t, which vanish faster at T₀. Let

b = b₁(T − T₀) = −b₁t,

and add (h/8)P⁸ to f. The tricritical point is still at T₀, since b vanishes there. At zero field the polar state satisfies

cP⁴ = a₀t + b₁tP² − hP⁶.

Divide by a₀t = cP₀⁴ and write P = P₀(1 + δ), with δ small. The left side is (1 + δ)⁴ ≈ 1 + 4δ. On the right, P may be replaced by P₀ in the small terms:

4δ ≈ b₁t/(cP₀²) − hP₀²/c.

Because P₀² = √(a₀t/c), the first term equals b₁√t/√(a₀c), and the second equals (h/c)√(a₀t/c). Both are proportional to √t, so

P = (a₀t/c)^(1/4) × [1 + a constant × √t + smaller terms].

The correction vanishes at T₀ and the exponent stays 1/4.

At 300 K, which is 300 K away from T₀, the corrections need not be small. Take b₁ = 2.0 × 10⁻⁷ MV/cm per (µC/cm²)³ per K. Then b₁t = 6.0 × 10⁻⁵ and cP₀² = 2.32 × 10⁻⁴, so δ ≈ 0.258/4 = 0.065. Direct minimization gives P = 21.0 µC/cm², which is 6.6% above P₀. With h = 2.0 × 10⁻¹⁰ MV/cm per (µC/cm²)⁷ instead, δ ≈ −0.129/4 = −0.032, and minimization gives 19.1 µC/cm², or 2.8% below P₀. The sizes and signs of b₁ and h are chosen for illustration. The corrections of order t can be as large at this distance: if a were 25% smaller in magnitude than a₀t, P would fall by the factor 0.75^(1/4), or 7%. They show that far from T₀ the polarization can depart from the quarter law by several per cent, although the exponent at T₀ is still 1/4.

In mean-field theory, the polarization of a uniform ferroelectric grows as the quarter power of the distance below a tricritical point, and the leading terms left out of the expansion change its size but not its exponent at T₀. What remains is the effect of the substrate, imperfect electrodes, a built-in field and thermal fluctuations, and a comparison with a real capacitor.

Numbers in the example were calculated in double precision.
